# Why collisional Lorentzian wings cannot be extended without limit

**Q.** A collision-broadened line is a Lorentzian. Once I have measured its half width $\gamma$ near the centre, I know the absorption at any detuning: far out it is $\gamma/(\pi\Delta^2)$. Why should that formula ever stop working?

**A.** Because it comes from treating each collision as instantaneous. Let us keep the duration and see where that enters. Take one isolated line with a constant dipole, no radiative damping and no Doppler effect, and divide out the photon factors (powers of $\omega$). Let $\Delta=\omega-\omega_0$ be the angular detuning. During collisions the transition frequency is displaced by $\delta\omega(t)$, and the normalised profile is

$$I(\Delta)=\frac1{2\pi}\int_{-\infty}^{\infty}C(t)\,e^{-i\Delta t}dt,\qquad C(t)=\Big\langle e^{\,i\int_0^t\delta\omega\,dt'}\Big\rangle .$$

Let the collisions be independent, with rate $R$ and one common pulse shape. From here on $\delta\omega(t)$ denotes a single pulse, centred at $t=0$ and of duration $\tau$. Its accumulated phase is $\phi(t)=\int_{-\infty}^t\delta\omega\,dt'$, which ends at $\theta$.

A collision centred at time $-s$ contributes the phase $\phi(s+t)-\phi(s)$. In a long window $W$ its centre is uniformly distributed, so the average factor per collision is $1-g(t)/W$, with

$$g(t)=\int_{-\infty}^{\infty}ds\,\big[1-e^{\,i[\phi(s+t)-\phi(s)]}\big].$$

The number $N$ of collisions is Poisson distributed with mean $RW$. Hence

$$C(t)=\sum_N e^{-RW}\frac{(RW)^N}{N!}\Big(1-\frac{g}{W}\Big)^N=e^{-Rg(t)} .$$

**Q.** And where is my Lorentzian?

**A.** At long times. If $t\gg\tau$, the bracket in $g$ equals $1-e^{i\theta}$ for a range of $s$ of length about $t$, and vanishes outside it. The edges add a constant $c$, so $g\simeq(1-e^{i\theta})t+c$. With $R\tau\ll1$ the factor $e^{-Rc}$ is close to one, and

$$C(t)\simeq e^{-\gamma t+i\delta t},\qquad \gamma=R(1-\cos\theta),\quad \delta=R\sin\theta .$$

Since $C(-t)=C^*(t)$, using this form at all times gives

$$I_L(\Delta)=\frac1\pi\,\mathrm{Re}\int_0^\infty e^{-\gamma t+i(\delta-\Delta)t}dt=\frac1\pi\frac{\gamma}{(\Delta-\delta)^2+\gamma^2}.$$

The approximation was made for $t\gg\tau$ but used down to $t=0$. There $e^{-\gamma|t|}$ has a cusp, and the cusp produces the $1/\Delta^2$ tail. The true $C(t)$ has no cusp, and the long-time form does not describe it for $|t|\lesssim\tau$, so the tail is unsupported once $|\Delta|\tau$ is of order one.

**Q.** That shows my derivation has lapsed. It doesn't tell me what the wing really is.

**A.** We can compute it. If $\gamma>0$, $C$ and $C'$ vanish at $\pm\infty$, and two integrations by parts give

$$I(\Delta)=-\frac{1}{2\pi\Delta^2}\int C''(t)\,e^{-i\Delta t}dt,\qquad C''=\big(-Rg''+R^2g'^2\big)C .$$

For $R\tau\ll1$ and $|\Delta|\gg R$, keep the leading order in $R$, which is $C''\simeq-Rg''$. Next we need $g''$. The first derivative is

$$g'(t)=-i\int ds\,\delta\omega(s+t)\,e^{i[\phi(s+t)-\phi(s)]}=-i\int ds\,\delta\omega(s)\,e^{i[\phi(s)-\phi(s-t)]},$$

where $s$ was replaced by $s-t$. In the last form $t$ appears only in $-\phi(s-t)$, whose time derivative is $+\delta\omega(s-t)$. This brings down a factor $i\,\delta\omega(s-t)$, so

$$g''(t)=\int ds\,\delta\omega(s)\,\delta\omega(s-t)\,e^{i[\phi(s)-\phi(s-t)]}.$$

Insert this in the Fourier integral and set $s'=s-t$. The double integral separates into a number times its complex conjugate:

$$I(\Delta)\simeq\frac{R\,|F(\Delta)|^2}{2\pi\Delta^2},\qquad F(\Delta)=\int\delta\omega(t)\,e^{i\phi(t)-i\Delta t}dt .$$

At small detuning $F(0)=\int_0^\theta e^{i\phi}d\phi=(e^{i\theta}-1)/i$, so $|F(0)|^2=2(1-\cos\theta)$ and $I\to\gamma/(\pi\Delta^2)$. Your wing is therefore correct for $R\ll|\Delta|\ll1/\tau$, provided $\theta$ is not close to a nonzero multiple of $2\pi$, where $F(0)$ nearly vanishes and the $\Delta$ dependence of $F$ matters much sooner. Very strong collisions also require a smaller $|\Delta|\tau$: for the pulse introduced below with $\theta=60.5\pi$, the wing at $\Delta=0.1/\tau$ is only about half the Lorentzian one. Further out, to leading order in $R$ (one collision at a time), it is multiplied by

$$\rho(\Delta)=\frac{|F(\Delta)|^2}{2(1-\cos\theta)} .$$

**Q.** Give me a pulse for which $\rho$ can be worked out.

**A.** Take $\delta\omega=(\theta/2\tau)\,\mathrm{sech}^2(t/\tau)$. Then $\phi=\theta u$ with $u=\tfrac12[1+\tanh(t/\tau)]$, so $t=\tfrac{\tau}{2}\ln[u/(1-u)]$. With $a=\Delta\tau/2$,

$$F=\theta\int_0^1u^{-ia}(1-u)^{ia}e^{i\theta u}du=\theta\,\Gamma(1-ia)\Gamma(1+ia)\;{}_1F_1(1-ia;2;i\theta).$$

The second equality is the Euler integral of the confluent hypergeometric function, with $\Gamma(2)=1$. The reflection formula turns the product of gamma functions into $\pi a/\sinh\pi a$:

$$F(\Delta)=\theta\,\frac{\pi a}{\sinh\pi a}\;{}_1F_1(1-ia;2;i\theta).$$

Choose round parameters: $\tau=1$ ps, $R=10^9\ \mathrm{s^{-1}}$ and $\theta=1$ rad. The half width is $\gamma=10^9(1-\cos1)=4.60\times10^8\ \mathrm{s^{-1}}$, while $1/\tau=10^{12}\ \mathrm{s^{-1}}$. Evaluating the closed form gives

| $\lvert\Delta\rvert\tau$ | $\rho$ at $+\Delta$ | $\rho$ at $-\Delta$ |
|---|---|---|
| 0.1 | 1.04 | 0.943 |
| 1 | 0.758 | 0.274 |
| 2 | 0.189 | 0.0242 |
| 4 | $3.2\times10^{-3}$ | $4.2\times10^{-5}$ |
| 8 | $1.9\times10^{-7}$ | $1.4\times10^{-11}$ |

At $\Delta=4/\tau$ your formula predicts $4.60\times10^8/[\pi(4\times10^{12})^2]=9.1\times10^{-18}$ s. Multiplied by $\rho=3.2\times10^{-3}$, this becomes $2.9\times10^{-20}$ s. The Lorentzian is too strong by a factor of about 300 there, and by more than $10^4$ at the opposite detuning.

**Q.** Perhaps many weak collisions together restore the power law that one collision lacks.

**A.** They do not, and this can be shown without expanding in $R$. The function $\tanh(z/\tau)$ has its nearest poles at $\mathrm{Im}\,z=\pm\pi\tau/2$. For complex $t=t'+iy$, move the integration line in $g$ to $\mathrm{Im}\,s=-y/2$. The two phases then have arguments with imaginary parts $+y/2$ and $-y/2$, so no pole is met while $|y|<\pi\tau$. In that strip $C(t)$ is analytic, and it decays as $e^{-\gamma|t'|}$ at large $|t'|$.

Now move the integration line in $I(\Delta)$. For $\Delta>0$ put $t=t'-i\kappa$; the exponential becomes $e^{-i\Delta t'}e^{-\kappa\Delta}$. For $\Delta<0$ move the line the other way. Therefore

$$I(\Delta)\le K_\kappa\,e^{-\kappa|\Delta|}\qquad\text{for every }\kappa<\pi\tau ,$$

with $K_\kappa$ independent of $\Delta$. It can grow very fast as $\kappa\to\pi\tau$, so the limiting rate may be approached only slowly: for $\theta=8$ rad and $R\tau=10^{-3}$ the line falls only about as $e^{-1.7\Delta\tau}$ between $10/\tau$ and $40/\tau$. In this model the complete line eventually falls faster than any power.

**Q.** Then the rule is simple: beyond $1/\tau$ the true wing lies below the Lorentzian.

**A.** No, "eventually" matters. A strong collision holds the frequency near a displaced value long enough for absorption to occur there. For $\theta\gg1$ the integral $F$ is dominated by the moments when its phase $\phi-\Delta t$ is stationary, that is, when $\delta\omega(t)=\Delta$. There are two, one on each side of the pulse, if $0<\Delta<\Delta_m=\theta/2\tau$. By stationary phase each contributes an amplitude $\Delta\sqrt{2\pi/|\delta\dot\omega|}$. With relative phase $\chi$ they give

$$I\simeq\frac{R}{|\delta\dot\omega|}\,2(1+\cos\chi),\qquad |\delta\dot\omega|=\frac{2}{\tau}\,\delta\omega\,\Big|\tanh\frac t\tau\Big|=\frac{2\Delta}{\tau}\sqrt{1-\Delta/\Delta_m}.$$

Averaging over the interference removes $\cos\chi$:

$$\bar I=\frac{R\tau}{\Delta\sqrt{1-\Delta/\Delta_m}},\qquad \bar\rho=\frac{\bar I}{\gamma/(\pi\Delta^2)}=\frac{\pi\Delta\tau}{(1-\cos\theta)\sqrt{1-\Delta/\Delta_m}} .$$

For $1/\tau\ll\Delta\ll\Delta_m$ this wing falls as $1/\Delta$, more slowly than yours. The formula fails close to $\Delta_m$, where the two stationary points merge. It also fails for $\Delta\tau\ll1$, where the width $\sim\sqrt{\tau/\Delta}$ of each stationary region exceeds $\tau$.

For $\theta=8$ rad, $\Delta_m=4/\tau$. At $\Delta=2/\tau$ the averaged estimate is $\bar\rho=2\pi/(1.146\times0.707)=7.8$, and constructive interference can double it to about 15.5. The closed form gives 14.7. On a grid of detunings up to $8/\tau$ the largest ratio is about 21, near $\Delta=2.8/\tau$. By $8/\tau$ the one-collision ratio has dropped to 0.10, and by $20/\tau$ to $7\times10^{-12}$. These two values hold only in the limit $R\tau\to0$; at $R\tau=10^{-3}$ the complete line gives 0.13 and $2\times10^{-9}$. Overlapping pulses add their shifts, so two of them reach $2\Delta_m=8/\tau$ at the cost of one extra factor $R\tau$. Far beyond $\Delta_m$ such terms outweigh the exponentially small one-collision term, although the exponential bound above still holds for the complete line. On the other side, at $-2/\tau$, where the pulse never takes the frequency, the one-collision ratio is already down to $8\times10^{-4}$.

So the Lorentzian loses its justification at about $1/\tau$, or sooner if $\theta$ is very large or close to a nonzero multiple of $2\pi$. The final cut-off also depends on how far collisions can displace the frequency.

**Q.** Could I at least keep the Lorentzian for integrated quantities? The distant wing carries very little area.

**A.** Little area, but an unlimited second moment. If the Lorentzian is cut at $\pm X$ and its small shift is ignored,

$$\int_{-X}^{X}\frac{\gamma}{\pi}\frac{\Delta^2\,d\Delta}{\Delta^2+\gamma^2}=\frac{2\gamma}{\pi}\Big(X-\gamma\arctan\frac X\gamma\Big)\simeq\frac{2\gamma X}{\pi},$$

which grows with $X$. The true moment is $M_2=-C''(0)=Rg''(0)-R^2g'(0)^2$, because $g(0)=0$. From the derivatives above, $g'(0)=-i\theta$ and $g''(0)=\int\delta\omega^2dt$. With $v=\tanh(t/\tau)$,

$$\int\delta\omega^2dt=\frac{\theta^2}{4\tau^2}\,\tau\int_{-1}^1(1-v^2)\,dv=\frac{\theta^2}{3\tau},\qquad M_2=\frac{R\theta^2}{3\tau}+(R\theta)^2 .$$

For $\theta=1$ rad this is $3.33\times10^{20}+0.01\times10^{20}=3.34\times10^{20}\ \mathrm{s^{-2}}$. A Lorentzian reproduces it if cut at $X=\pi M_2/2\gamma=1.14\times10^{12}\ \mathrm{s^{-1}}$, which is $1.14/\tau$. Neglecting $(R\theta)^2$, this pulse gives $X\simeq\pi\theta^2/[6\tau(1-\cos\theta)]$, which tends to $\pi/3\tau$ for weak collisions but is about $29/\tau$ for $\theta=8$ rad. The equivalent cut-off is therefore close to $1/\tau$ only for weak collisions.

**Q.** I have also heard that the Lorentzian violates detailed balance beyond $1/\tau$. Is that the same failure?

**A.** It is a separate failure with its own scale. Treat the perturber quantum mechanically, with Hamiltonian $H_g$ or $H_e=H_g+V_e-V_g$ according to the electronic state. Let $i$ and $f$ label their eigenstates, with energies $E_i$ and $E_f$ measured without $\hbar\omega_0$. The line $i\leftrightarrow f$ lies at $\Delta=(E_f-E_i)/\hbar$, and its strength $|\langle f|i\rangle|^2$ is the same in both directions. Absorption $A$ weights it with $p_i=e^{-E_i/k_BT}/Z_g$; emission $E$ weights it with $q_f=e^{-E_f/k_BT}/Z_e$, if the perturber is in thermal equilibrium in the upper state too. The ratio of weights depends on $\Delta$ alone, so

$$\frac{E(\Delta)}{A(\Delta)}=\frac{Z_g}{Z_e}\,e^{-\hbar\Delta/k_BT}.$$

A single Lorentzian used for both processes gives a constant ratio instead. The relevant scale is $k_BT/\hbar=3.93\times10^{13}\ \mathrm{s^{-1}}$ at 300 K, far above $1/\tau$ here. The exponential is still 0.975 at $\Delta=1/\tau$ and reaches 0.775 at $10/\tau$. This wide separation comes from choosing $\tau=1$ ps. A perturber of mass 4 u crossing 0.1 nm at its thermal speed $\sqrt{k_BT/m}$ has $1/\tau\approx8\times10^{12}\ \mathrm{s^{-1}}$, only about five times below $k_BT/\hbar$.

**Q.** So could a Lorentzian absorption line survive if I let the emission line have another shape?

**A.** Not far out on the red side. Emission has unit area, so integrating $E(\Delta)$ gives

$$\int A(\Delta)\,e^{-\hbar\Delta/k_BT}\,d\Delta=\frac{Z_e}{Z_g},$$

a finite number. For red detunings the exponential grows, and a $1/\Delta^2$ tail cannot restrain it. With the $\gamma$ above and the shift ignored, numerical integration over $|\Delta|<20\,k_BT/\hbar$ gives 6.1; over $|\Delta|<40\,k_BT/\hbar$ it gives $5.8\times10^8$. A real line ends at $\omega=0$, so the integral does not literally diverge, but with this $\gamma$ its value would be set by that remote end once $\hbar\omega_0$ exceeds about $18\,k_BT$. For smaller gaps the conflict is slight: ending the red side at $10\,k_BT/\hbar$ gives 1.001, and ending it at $15\,k_BT/\hbar$ gives 1.06. The sum rule places no such limit on the blue absorption wing.

**Q.** Show me this in a case where the states are known.

**A.** Put one perturber of mass 4 u in a hard-walled box of length $L=1$ nm at 300 K. Let $V_g=0$, and let $V_e$ be a central Gaussian well, $-D\,e^{-(x-L/2)^2/w^2}$, with $D/k_B=900$ K and $w=0.1$ nm. Diagonalizing both Hamiltonians gives $Z_e/Z_g=3.175$. At $\Delta=-2k_BT/\hbar$ the predicted emission-to-absorption ratio is $e^2/3.175=2.33$. Summing the discrete lines within $0.05\,k_BT/\hbar$ of that detuning gives 2.32. The small difference arises because the lines are not all at the centre of the interval. At $+1\,k_BT/\hbar$ the prediction is 0.116 and the sum gives 0.117.

The second moment is finite here as well. Since $(E_f-E_i)\langle f|i\rangle=\langle f|V_e-V_g|i\rangle$, squaring and summing over the complete set $f$ gives

$$\int\Delta^2A\,d\Delta=\frac{\langle(V_e-V_g)^2\rangle_g}{\hbar^2}.$$

A classical perturber spread evenly over the box would give $(D/\hbar)^2(w/L)\sqrt{\pi/2}$. In units of $(k_BT/\hbar)^2$ this is $9\times0.1\times1.253=1.13$, an rms detuning of $4.17\times10^{13}\ \mathrm{s^{-1}}$. The quantum spectrum gives $4.22\times10^{13}\ \mathrm{s^{-1}}$.

**Q.** Does your pulse model obey detailed balance, then?

**A.** No. It uses a prescribed $\delta\omega(t)$, the same for absorption and emission, so it too gives a constant ratio. It cures the infinite moments but leaves out the perturber's energy change, which cannot be ignored once $\hbar|\Delta|$ is comparable with $k_BT$. For a single $\tau$ the exponential wing can fail sooner. If the perturber has kinetic energy $E_k$ and $\tau$ is inversely proportional to its speed, averaging the speeds before and after the transition changes $\tau$ by a fraction of about $\hbar|\Delta|/4E_k$. The wing contains the factor $e^{-\pi|\Delta|\tau}$, so this matters once $\pi|\Delta|\tau\,\hbar|\Delta|/4E_k$ is of order one. With $E_k=k_BT$ and the numbers used here, that happens near $|\Delta|=7/\tau$.

**Q.** And the exponential fall: may I now use that everywhere?

**A.** Only with its conditions. It relied on a pulse that is analytic in time. If $\delta\omega$ jumps by $J$ at some instant, integrating $F$ by parts leaves a term of magnitude $|J/\Delta|$, and the wing falls as $1/\Delta^4$. That is still faster than a Lorentzian and has a finite second moment, but it is a power law. A gas also contains collisions of many durations. For pulses of the shape used here and a limited range of $\theta$, the bound with $\kappa<\pi\tau$ holds with the shortest $\tau$ present. If there is no shortest one, this argument gives no common exponential. If $\theta$ has no upper limit, the fall can be slower even at a single $\tau$, because rare strong collisions reach large detunings. Radiative damping is a different mechanism, and the collision duration sets no limit on its wing.

For your measured line, $\gamma/(\pi\Delta^2)$ is safe where $|\Delta|$ is well above the width, the shift and $R$, yet well below $1/\tau$, unless the collision phase $\theta$ is very large or happens to lie close to a nonzero multiple of $2\pi$. In those two cases the formula can fail at much smaller detunings. Even otherwise, "well below" must be read strictly, because the correction is of first order in $\Delta\tau$ and has opposite signs on the two sides. For the pulse used here, $\rho$ at $\pm0.1/\tau$ is 1.04 and 0.94 for $\theta=1$ rad, 1.29 and 0.75 for $\theta=4$ rad, and 1.55 and 0.60 for $\theta=5$ rad. Further out you need the interaction potentials, because the width alone contains only $R(1-\cos\theta)$, whereas the wing depends on the whole course of the collision.
